# Initial broadening of a Gaussian profile under concentration-dependent diffusion: a program that tests the result

```python
"""Initial broadening of a Gaussian under concentration-dependent diffusion.

Equation: dC/dt = d/dx[(D0 + D1*C) dC/dx] on an infinite line.
Result under test: at t = 0 the variance V of a Gaussian grows at the rate
    V' = 2*D0 + D1*Q/(2*sqrt(pi)*s).
C: concentration (nm^-3), Q: dose (nm^-2), s: standard deviation (nm),
D0: nm^2/s, D1: nm^5/s. Model parameters are round numbers in the rough
regime of arsenic in silicon near 1273 K.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.optimize import brentq

D0, D1, Q, s = 0.25, 20.0, 5.0, 20.0
anneal = 10.0


def rate_formula(d0, d1, dose, width):
    return 2*d0 + d1*dose/(2*np.sqrt(np.pi)*width)


def curvature_formula(d0, d1, dose, width):
    linear = d0*dose/(4*np.sqrt(np.pi)*width**3)
    quadratic = d1*dose**2/(6*np.sqrt(3)*np.pi*width**4)
    return -2*d1*(linear + quadratic)


def gaussian(x, dose, width):
    return dose*np.exp(-x**2/(2*width**2))/(np.sqrt(2*np.pi)*width)


# Moments taken directly from the differential equation.
X, A, B, P, W = sp.symbols("x D0 D1 Q s", positive=True)
profile = P*sp.exp(-X**2/(2*W**2))/(sp.sqrt(2*sp.pi)*W)
first = sp.diff((A + B*profile)*sp.diff(profile, X), X)
second = sp.diff((A + B*profile)*first, X, 2)
first_fn = sp.lambdify((X, A, B, P, W), first, "numpy")
second_fn = sp.lambdify((X, A, B, P, W), second, "numpy")
for d0, d1, dose, width in [(D0, D1, Q, s), (1.3, 4.0, 2.0, 0.7),
                            (0.4, 0.0, 3.0, 2.0), (2.0, -0.5, 1.0, 1.5)]:
    grid = np.linspace(-12*width, 12*width, 8001)
    h = grid[1] - grid[0]
    v1 = np.sum(grid**2*first_fn(grid, d0, d1, dose, width))*h/dose
    v2 = np.sum(grid**2*second_fn(grid, d0, d1, dose, width))*h/dose
    assert np.isclose(v1, rate_formula(d0, d1, dose, width), rtol=1e-8)
    assert np.isclose(v2, curvature_formula(d0, d1, dose, width),
                      rtol=1e-7, atol=1e-8)

# General moment identity on a skewed profile.
skew = (2*sp.exp(-(X + 10)**2/128)/8 + sp.exp(-(X - 15)**2/800)/20)
skew_t = sp.diff((D0 + D1*skew)*sp.diff(skew, X), X)
grid = np.linspace(-250, 250, 20001)
h = grid[1] - grid[0]
c_skew = sp.lambdify(X, skew, "numpy")(grid)
ct_skew = sp.lambdify(X, skew_t, "numpy")(grid)
dose_skew = np.sum(c_skew)*h
mean_skew = np.sum(grid*c_skew)*h/dose_skew
direct = np.sum((grid - mean_skew)**2*ct_skew)*h/dose_skew
identity = 2*D0 + D1*np.sum(c_skew**2)*h/dose_skew
assert np.isclose(direct, identity, rtol=1e-8)
assert abs(np.sum(ct_skew)*h) < 1e-8
assert abs(np.sum(grid*ct_skew)*h) < 1e-7

# Mean diffusivity and the gradient term that corrects it.
x = np.linspace(-240, 240, 9601)
dx = x[1] - x[0]
c = gaussian(x, Q, s)
D_local = D0 + D1*c
naive = 2*np.sum(D_local*c)*dx/Q
gradient_term = 2*np.sum(x*np.gradient(D_local, dx)*c)*dx/Q
rate = rate_formula(D0, D1, Q, s)
curvature = curvature_formula(D0, D1, Q, s)
assert np.isclose(naive + gradient_term, rate, rtol=1e-5)
assert np.isclose(naive - 2*D0, 2*(rate - 2*D0), rtol=1e-8)


def diffusion_rhs(conc, step, d0, d1):
    """Finite volumes with no flux through the two ends."""
    face_D = d0 + d1*(conc[1:] + conc[:-1])/2
    flux = np.zeros(len(conc) + 1)
    flux[1:-1] = -face_D*np.diff(conc)/step
    return -np.diff(flux)/step


def evolve(d0, d1, times):
    """Return variance and excess kurtosis at the requested times."""
    cells = np.arange(-160, 160.25, 0.5)
    step, dt = 0.5, 0.05
    conc = gaussian(cells, Q, s)
    wanted = {round(t/dt): t for t in times}
    record = {}
    for n in range(max(wanted) + 1):
        if n in wanted:
            total = conc.sum()
            var = np.sum(cells**2*conc)/total
            kurt = np.sum(cells**4*conc)/total/var**2 - 3
            record[wanted[n]] = (var, kurt)
        k1 = diffusion_rhs(conc, step, d0, d1)
        k2 = diffusion_rhs(conc + dt*k1/2, step, d0, d1)
        k3 = diffusion_rhs(conc + dt*k2/2, step, d0, d1)
        k4 = diffusion_rhs(conc + dt*k3, step, d0, d1)
        conc = conc + dt*(k1 + 2*k2 + 2*k3 + k4)/6
    return record


run = evolve(D0, D1, [0, 1, 2, 10, 100])
gain = {t: run[t][0] - run[0][0] for t in run}
pde_rate = 2*gain[1] - gain[2]/2
pde_curvature = gain[2] - 2*gain[1]
assert np.isclose(pde_rate, rate, rtol=1e-3)
# Finite time differences leave a small third-derivative error.
assert np.isclose(pde_curvature, curvature, rtol=0.05)
assert gain[10] < rate*10 and gain[100] < rate*100
control = evolve(D0, 0.0, [0, 100])
control_gain = control[100][0] - control[0][0]
assert np.isclose(control_gain, 2*D0*100, rtol=1e-6)
assert abs(control[100][1]) < 1e-3
assert run[100][1] < -0.01

# Closure that wrongly keeps the profile Gaussian.
closure = solve_ivp(lambda t, v: [rate_formula(D0, D1, Q, np.sqrt(v[0]))],
                    (0, 100), [s**2], rtol=1e-10, atol=1e-10)
closure_gain = closure.y[0, -1] - s**2
eps = 1e-3
closure_curvature = rate*(
    rate_formula(D0, D1, Q, np.sqrt(s**2 + eps))
    - rate_formula(D0, D1, Q, np.sqrt(s**2 - eps)))/(2*eps)
shared = -2*D1*D0*Q/(4*np.sqrt(np.pi)*s**3)
ratio = (pde_curvature - shared)/(closure_curvature - shared)
assert np.isclose(ratio, 8/(3*np.sqrt(3)), rtol=0.05)
assert closure_gain > gain[100]

# Effects left out of the linear law. Inputs are rough assumed values.
T, ni, D_neutral, D_charged = 1273.0, 0.01, 0.15, 0.10
mass_ratio = 1.08
peak = c.max()
Nc = 2*(2*np.pi*mass_ratio*const.m_e*const.k*T/const.h**2)**1.5*1e-27


def electron_density(conc):
    return conc/2 + np.sqrt(conc**2/4 + ni**2)


def defect_diffusivity(conc, degenerate):
    """Neutral and charged defects, with drift in the built-in field."""
    n = electron_density(conc)
    u = n/Nc/np.sqrt(8) if degenerate else 0*n
    field = 1 + conc/np.sqrt(conc**2 + 4*ni**2)*(1 + u)
    return field*(D_neutral + D_charged*n/ni*np.exp(u))


def rate_from_law(law, mobile=c):
    """Variance rate for any D(C); mobile is the diffusing part of c."""
    levels = np.linspace(0, peak, 20001)
    potential = cumulative_trapezoid(law(levels), levels, initial=0)
    return 2*np.sum(np.interp(mobile, levels, potential))*dx/Q


assert np.isclose(rate_from_law(lambda v: D0 + D1*v), rate, rtol=1e-6)
full_rate = rate_from_law(lambda v: defect_diffusivity(v, False))
degenerate_rate = rate_from_law(lambda v: defect_diffusivity(v, True))
# Leading degeneracy correction against the full Fermi integrals.
u_peak = electron_density(peak)/Nc
eta = brentq(lambda e: float(mp.re(-mp.polylog(1.5, -mp.exp(e)))) - u_peak,
             -8, -0.01)
einstein = float(mp.re(mp.polylog(1.5, -mp.exp(eta))
                       / mp.polylog(0.5, -mp.exp(eta))))
assert abs(einstein - (1 + u_peak/np.sqrt(8))) < 0.01
assert abs(np.exp(eta)/u_peak - np.exp(u_peak/np.sqrt(8))) < 0.01

clustered = 0.10
mobile = c*(1 - clustered*(c/peak)**3)
cluster_rate = rate_from_law(lambda v: D0 + D1*v, mobile)
depth = 60.0
inside = np.arange(-depth + 0.025, 240, 0.05)
c_in = gaussian(inside, Q, s)
mean_in = np.sum(inside*c_in)/c_in.sum()
surface_rate = np.sum((inside - mean_in)**2
                      * diffusion_rhs(c_in, 0.05, D0, D1))/c_in.sum()
activation, dT = 4.0, 10.0
kB = const.k/const.e
hot_factor = np.exp(activation/kB*(1/T - 1/(T + dT)))
boost, boost_time = 10.0, 1.0
transient = (boost - 1)*boost_time/anneal


def percent(value):
    return 100*(value/rate - 1)


print(f"D0 = {D0:.2f} nm^2/s")
print(f"D1 = {D1:.1f} nm^5/s")
print(f"dose Q = {Q:.1f} nm^-2")
print(f"initial standard deviation s = {s:.1f} nm")
print(f"initial variance = {s**2:.1f} nm^2")
print(f"anneal time = {anneal:.1f} s")
print(f"peak concentration = {peak:.4f} nm^-3")
print(f"diffusivity at peak = {D0 + D1*peak:.3f} nm^2/s")
print(f"constant part of rate, 2*D0 = {2*D0:.3f} nm^2/s")
print(f"concentration part of rate = {rate - 2*D0:.4f} nm^2/s")
print(f"initial variance rate, formula = {rate:.4f} nm^2/s")
print(f"same rate converted = {rate*100:.2f} angstrom^2/s")
print(f"initial variance rate, PDE = {pde_rate:.4f} nm^2/s")
print(f"wrong rate 2<D> = {naive:.4f} nm^2/s")
print(f"gradient term 2<x dD/dx> = {gradient_term:.4f} nm^2/s")
print(f"V'' formula = {curvature:.6f} nm^2/s^2")
print(f"V'' PDE = {pde_curvature:.6f} nm^2/s^2")
print(f"V'' Gaussian closure = {closure_curvature:.6f} nm^2/s^2")
print(f"D1^2 part of V'', PDE/closure = {ratio:.3f} (no unit)")
print(f"time scale V'/|V''| = {rate/abs(curvature):.1f} s")
for t in (10, 100):
    print(f"variance gain at {t} s, straight line = {rate*t:.3f} nm^2")
    print(f"variance gain at {t} s, PDE = {gain[t]:.3f} nm^2")
print(f"standard deviation at 10 s, PDE = {np.sqrt(run[10][0]):.3f} nm")
print(f"variance gain at 100 s, closure = {closure_gain:.3f} nm^2")
print(f"excess kurtosis at 100 s = {run[100][1]:.4f} (no unit)")
print(f"same with D1=0 = {control[100][1]:.5f} (no unit)")
print(f"temperature = {T:.0f} K")
print(f"assumed intrinsic density = {ni:.3f} nm^-3")
print(f"assumed neutral-defect part = {D_neutral:.2f} nm^2/s")
print(f"assumed charged-defect part = {D_charged:.2f} nm^2/s")
print(f"assumed density-of-states mass = {mass_ratio:.2f} m_e")
print(f"band density of states Nc = {Nc:.4f} nm^-3")
print(f"peak electron density / Nc = {u_peak:.3f} (no unit)")
print(f"rate, full defect and field law = {full_rate:.4f} nm^2/s")
print(f"change from linear law = {percent(full_rate):.2f} %")
print(f"rate, also degenerate = {degenerate_rate:.4f} nm^2/s")
print(f"change from linear law = {percent(degenerate_rate):.2f} %")
print(f"assumed clustered share at peak = {100*clustered:.0f} %")
print(f"rate change by clustering = {percent(cluster_rate):.2f} %")
print(f"assumed depth of profile centre = {depth:.0f} nm")
print(f"rate change by surface = {percent(surface_rate):.2f} %")
print(f"assumed activation energy = {activation:.1f} eV")
print(f"assumed temperature error = {dT:.0f} K")
print(f"rate change by that error = {100*(hot_factor - 1):.1f} %")
print(f"assumed damage enhancement = {boost:.0f} times")
print(f"assumed enhancement duration = {boost_time:.1f} s")
print(f"extra broadening in anneal by damage = {100*transient:.0f} %")
print("all good")
```

Output:

```
D0 = 0.25 nm^2/s
D1 = 20.0 nm^5/s
dose Q = 5.0 nm^-2
initial standard deviation s = 20.0 nm
initial variance = 400.0 nm^2
anneal time = 10.0 s
peak concentration = 0.0997 nm^-3
diffusivity at peak = 2.245 nm^2/s
constant part of rate, 2*D0 = 0.500 nm^2/s
concentration part of rate = 1.4105 nm^2/s
initial variance rate, formula = 1.9105 nm^2/s
same rate converted = 191.05 angstrom^2/s
initial variance rate, PDE = 1.9104 nm^2/s
wrong rate 2<D> = 3.3209 nm^2/s
gradient term 2<x dD/dx> = -1.4105 nm^2/s
V'' formula = -0.004710 nm^2/s^2
V'' PDE = -0.004623 nm^2/s^2
V'' Gaussian closure = -0.003368 nm^2/s^2
D1^2 part of V'', PDE/closure = 1.505 (no unit)
time scale V'/|V''| = 405.6 s
variance gain at 10 s, straight line = 19.105 nm^2
variance gain at 10 s, PDE = 18.883 nm^2
variance gain at 100 s, straight line = 191.047 nm^2
variance gain at 100 s, PDE = 175.180 nm^2
standard deviation at 10 s, PDE = 20.467 nm
variance gain at 100 s, closure = 177.854 nm^2
excess kurtosis at 100 s = -0.4789 (no unit)
same with D1=0 = 0.00006 (no unit)
temperature = 1273 K
assumed intrinsic density = 0.010 nm^-3
assumed neutral-defect part = 0.15 nm^2/s
assumed charged-defect part = 0.10 nm^2/s
assumed density-of-states mass = 1.08 m_e
band density of states Nc = 0.2462 nm^-3
peak electron density / Nc = 0.409 (no unit)
rate, full defect and field law = 1.9601 nm^2/s
change from linear law = 2.60 %
rate, also degenerate = 2.1561 nm^2/s
change from linear law = 12.86 %
assumed clustered share at peak = 10 %
rate change by clustering = -10.28 %
assumed depth of profile centre = 60 nm
rate change by surface = -0.27 %
assumed activation energy = 4.0 eV
assumed temperature error = 10 K
rate change by that error = 32.9 %
assumed damage enhancement = 10 times
assumed enhancement duration = 1.0 s
extra broadening in anneal by damage = 90 %
all good
```
